# Why Active Arsenic in Silicon Deactivates During a Cooler Second Anneal

Arsenic that was made electrically active by melting or by a hot anneal can lose activity in a later, cooler anneal. The reason is an excess of substitutional arsenic over the equilibrium active concentration. A melted layer can start with such an excess; after a hot anneal it appears because the equilibrium falls on cooling. The excess forms neutral clusters if the atoms can still react. In the model worked out here, a 100 nm silicon layer with $4\times10^{20}\ \mathrm{cm^{-3}}$ of fully active arsenic goes from 31 to 53 ohm per square in 600 s at 1020 K. The carrier density falls by a factor of 2.5. The resistance rises by only 1.7, because the remaining electrons become more mobile.

Two conditions are needed: an active concentration above equilibrium and a sufficient reaction rate. A layer that is cooled too far keeps its excess arsenic active because the second condition fails.

## Equilibrium between active and clustered arsenic

Let $C$ be the concentration of active substitutional arsenic, $P$ that of clusters holding $m$ atoms each, and $C_T$ the total:

$$C_T=C+mP .$$

Each active atom gives one electron and each cluster gives none, so the electron density is $n=C$. The layer is uniform and keeps its dose. One cluster size, $m=4$, stands for what may be several.

The law of mass action follows from counting arrangements. Put $N_a=N-mP_N$ free atoms and $P_N$ clusters at random on many sites, of which few are occupied. Counting the arsenic alone, and up to factors that do not depend on $P_N$, the statistical weight is

$$W=\frac{\kappa^{P_N}}{N_a!\,P_N!},$$

where $\kappa$ contains the Boltzmann factor $e^{E_b/k_BT}$ of the binding energy $E_b$ per cluster. Taking $\kappa$ as constant at a given temperature is a simplification: a neutral cluster also binds $m$ electrons, whose free energy depends on their density. Its effect is estimated under the limits below. For large numbers, $\ln N!\approx N\ln N-N$. Since $dN_a/dP_N=-m$, the maximum of $\ln W$ obeys

$$\ln\kappa+m\ln N_a-\ln P_N=0,\qquad P_N=\kappa N_a^m .$$

In terms of concentrations this reads $P=KC^m$, with $K\propto e^{E_b/k_BT}$ if the prefactor is taken as independent of temperature. Define a concentration $C_s$ by $mKC_s^{m-1}=1$. The clustered arsenic is then $mKC^m=C(C/C_s)^{m-1}$, so half of the arsenic is clustered when $C=C_s$. Conservation becomes

$$g(C)\equiv \frac{C^m}{C_s^{m-1}}+C-C_T=0 .$$

For positive $C$ the function $g$ increases, with $g(0)<0$ and $g(C_T)>0$. There is therefore one positive root, the equilibrium active concentration $C_{eq}$.

To see how it moves with temperature, write $\beta=1/k_BT$ and $B=C_T-C_{eq}=mKC_{eq}^m$. Differentiating $C_{eq}+mKC_{eq}^m=C_T$ at fixed $C_T$, with $d\ln K/d\beta=E_b$, gives

$$\frac{dC_{eq}}{d\beta}+B\left(E_b+\frac{m}{C_{eq}}\frac{dC_{eq}}{d\beta}\right)=0,$$

and hence

$$\frac{d\ln C_{eq}}{d\beta}=-\frac{E_bB}{C_{eq}+mB}.$$

For bound clusters the right side is negative. Cooling raises $\beta$ and lowers $C_{eq}$, so a layer equilibrated hot and then cooled is supersaturated. If $E_b=0$, $C_{eq}$ is the same at both temperatures and this driving force disappears. When most arsenic is clustered, $B\gg C_{eq}$, the apparent activation energy of the active concentration in this model is $E_b/m$, not $E_b$.

The example uses the round value $E_b=2.0$ eV and sets $C_s=1.0\times10^{20}\ \mathrm{cm^{-3}}$ at 1020 K. At 1320 K, $C_s$ is then $5.61\times10^{20}\ \mathrm{cm^{-3}}$. The corresponding equilibria are

$$C_{eq}(1020\ \mathrm K)=1.28\times10^{20}\ \mathrm{cm^{-3}},\qquad C_{eq}(1320\ \mathrm K)=3.31\times10^{20}\ \mathrm{cm^{-3}} .$$

A check at the lower temperature, in units of $10^{20}\ \mathrm{cm^{-3}}$, is $1.284+1.284^4=4.00$. A fully active layer is above equilibrium at both temperatures. A layer equilibrated at 1320 K is above it at 1020 K.

## How fast the excess disappears

In the mean-field description, clusters form at rate $k_fC^m$ and dissolve at rate $k_rP$:

$$\frac{dP}{dt}=k_fC^m-k_rP .$$

The rate of formation is an effective law for a process that may have several steps. Equilibrium requires $k_f/k_r=K$. With $dC/dt=-m\,dP/dt$ and $mP=C_T-C$,

$$\frac{dC}{dt}=-mk_fC^m+k_r(C_T-C).$$

The definition of $C_s$ gives $mk_f=k_r/C_s^{m-1}$, so

$$\frac{dC}{dt}=-k_rg(C).$$

Above $C_{eq}$, $g$ is positive and $C$ falls. At $C_{eq}$ the rate vanishes, so in this model the active concentration approaches equilibrium without crossing it.

The time can be found in closed form. The $m$ roots $r_j$ of $g$ are simple. A double root would need $g'=0$, or $C^{m-1}=-C_s^{m-1}/m$; inserting this in $g=0$ gives $C(1-1/m)=C_T$, a positive $C$, which contradicts the negative power. Partial fractions therefore give

$$\frac1{g(C)}=\sum_{j=1}^m\frac{1}{g'(r_j)(C-r_j)} .$$

Integrating $dt=-dC/(k_rg)$ from the initial value $C_0$ yields

$$t=-\frac1{k_r}\sum_{j=1}^m\frac{1}{g'(r_j)}\ln\frac{C-r_j}{C_0-r_j},$$

where each logarithm is followed continuously from $C_0$ to $C$. The complex roots come in conjugate pairs, so the sum is real.

Two limits show what controls the loss. From a fully active start, $C_0=C_T$, there are no clusters to dissolve at first. Dropping the reverse term,

$$\frac{d(C^{1-m})}{dt}=(1-m)C^{-m}\frac{dC}{dt}=m(m-1)k_f .$$

With the initial fractional loss rate $r_0=mk_fC_0^{m-1}$, integration gives

$$C\approx C_0\left[1+(m-1)r_0t\right]^{-1/(m-1)} .$$

For $m=4$, $r_0$ grows as the cube of the starting concentration, so the most heavily doped part of a nonuniform layer deactivates first.

Near equilibrium, put $C=C_{eq}+\delta$. To first order $g\approx g'(C_{eq})\delta$, and $\delta$ decays exponentially at the rate

$$\lambda=k_r\left[1+m\left(\frac{C_{eq}}{C_s}\right)^{m-1}\right].$$

In the example $r_0=0.010\ \mathrm{s^{-1}}$ at 1020 K and $k_f$ has a barrier of 2.0 eV. Dissolution must also break the binding, so its barrier is $2.0+2.0=4.0$ eV. At 1020 K, $k_r=1.56\times10^{-4}\ \mathrm{s^{-1}}$, and

$$\lambda=1.56\times10^{-4}\,[1+4(1.284)^3]\ \mathrm{s^{-1}}=1.48\times10^{-3}\ \mathrm{s^{-1}},$$

a relaxation time of 676 s. The first losses are much faster: after 20 s the early law gives $4(1.6)^{-1/3}=3.42$ in units of $10^{20}\ \mathrm{cm^{-3}}$, as does the full equation to three digits. After 600 s the early law would give 1.50, while the full equation gives 1.59. Dissolution has begun to matter.

The rate law neglects fluctuations in the number of clusters. A stochastic calculation with 2000 arsenic atoms and the same elementary rates gives a mean of $1.591\times10^{20}\ \mathrm{cm^{-3}}$ at 600 s, within about 0.1% of the mean-field value. This tests the averaging, not the choice of reaction.

## Why the resistance rises less than the carriers fall

The sheet resistance of a uniform layer of thickness $d$ is

$$R_s=\frac{1}{e\,C\,\mu(C)\,d}.$$

Clustering removes electrons, but it also removes ionized donors that scatter them. Their competition is worked out here for a degenerate electron gas with screened donors in the Born approximation.

Take $g_v=6$ equivalent valleys, an isotropic density-of-states mass $m_d$, and scattering within a valley. The Fermi wave number obeys $k_F^3=3\pi^2n/g_v$. A donor has the screened matrix element $e^2/[\varepsilon(q^2+\kappa^2)]$, where $\varepsilon$ is the absolute permittivity and

$$\kappa^2=\frac{e^2}{\varepsilon}\frac{g_vm_dk_F}{\pi^2\hbar^2}.$$

For $N_i$ donors per volume, the golden rule with the momentum-loss factor $w=1-\cos\theta$ and $q^2=2k_F^2w$ gives

$$\frac1\tau=\frac{N_im_dk_Fe^4}{2\pi\hbar^3\varepsilon^2}\int_0^2\frac{w\,dw}{(2k_F^2w+\kappa^2)^2}.$$

Substitute $x=2k_F^2w$, so that $w\,dw=x\,dx/(4k_F^4)$, and write $x=(x+\kappa^2)-\kappa^2$. With $\xi=4k_F^2/\kappa^2$,

$$\int_0^{4k_F^2}\frac{x\,dx}{(x+\kappa^2)^2}=\ln(1+\xi)-\frac{\xi}{1+\xi}\equiv F(\xi),$$

$$\frac1\tau=\frac{N_im_de^4F(\xi)}{8\pi\hbar^3\varepsilon^2k_F^3}.$$

Each electron comes from one ionized donor, so $N_i=n$. Inserting $k_F^3=3\pi^2n/g_v$ cancels the density:

$$\frac1\tau=\frac{g_vm_de^4}{24\pi^3\hbar^3\varepsilon^2}F(\xi).$$

The mobility $\mu=e\tau/m_c$, with conductivity mass $m_c$, is therefore proportional to $1/F$. Because $\kappa^2\propto k_F$, we have $\xi\propto k_F\propto n^{1/3}$. Fewer donors would mean less scattering, but the slower electrons are deflected more easily; these effects cancel except for the factor $F$.

The sign of the resistance change now follows. Since $F'(\xi)=\xi/(1+\xi)^2$, putting $u=\xi/(1+\xi)$ gives

$$\frac{d\ln F}{d\ln n}=\frac{\xi F'}{3F}=\frac{u^2}{3F}.$$

Also $F=-\ln(1-u)-u=u^2/2+u^3/3+\cdots>u^2/2$. The derivative lies between 0 and $2/3$, and so

$$\frac13<\frac{d\ln(n\mu)}{d\ln n}<1 .$$

Within this transport model, losing carriers must raise the resistance, by a smaller factor than the carrier loss itself. The lower bound belongs to the model: empirical mobility fits for arsenic-doped silicon fall faster with density near $4\times10^{20}\ \mathrm{cm^{-3}}$ and give an exponent of about 0.25 there.

The Born mobility at the start is 213 cm²/Vs, well above the few tens of cm²/Vs expected at such doping. The example therefore fixes the starting mobility at the round value of 50 cm²/Vs and takes only its relative change from $1/F$. Empirical fits give nearer 30 cm²/Vs at this doping, so the absolute resistances below are lower than a real layer would show. This assumes that the missing scattering changes the mobility by the same factor throughout. The sheet resistance at the start is

$$R_s=\frac{1}{(1.602\times10^{-19})(4\times10^{20})(50)(10^{-5})}=31.2\ \text{ohm per square},$$

with charge in C and lengths in cm.

| Time at 1020 K (s) | $C$ ($10^{20}\ \mathrm{cm^{-3}}$) | $\mu$ (cm²/Vs) | $R_s$ (ohm/sq) |
|---:|---:|---:|---:|
| 0 | 4.00 | 50 | 31.2 |
| 10 | 3.67 | 52 | 32.9 |
| 60 | 2.84 | 57 | 38.2 |
| 600 | 1.59 | 74 | 53.3 |
| 3600 | 1.29 | 81 | 59.9 |

At 600 s, $F$ has fallen from 0.259 to 0.176, so the mobility has risen by 1.47. The resistance ratio is $2.52/1.47=1.71$.

The melted start is not essential. A layer equilibrated at 1320 K begins at $3.31\times10^{20}\ \mathrm{cm^{-3}}$ and 34.9 ohm per square. After the same 600 s at 1020 K it reaches $1.57\times10^{20}\ \mathrm{cm^{-3}}$ and 53.5 ohm per square. The second anneal has undone part of the first.

## The harmful temperature window

Now hold the time at 600 s and the total concentration fixed, start each layer fully active, and vary the anneal temperature. Cooling afterwards is taken as instant.

| Temperature (K) | $C$ ($10^{20}\ \mathrm{cm^{-3}}$) | $R_s$ (ohm/sq) |
|---:|---:|---:|
| 800 | 3.96 | 31.4 |
| 900 | 3.25 | 35.3 |
| 1020 | 1.59 | 53.3 |
| 1150 | 2.20 | 44.3 |
| 1320 | 3.31 | 34.9 |

On a 10 K grid the maximum is 54.7 ohm per square at 1040 K. On the cold side the rate limits the loss. At 900 K, $r_0=4.8\times10^{-4}\ \mathrm{s^{-1}}$, and the early law alone reproduces the tabulated concentration. On the hot side the layer has reached equilibrium, and $C_{eq}$ increases with temperature. Keeping this gain requires fast cooling: in the model, steady cooling from 1320 K at 1 K/s would leave about 51 ohm per square, and at 0.1 K/s the maximum almost disappears.

The maximum needs both dissolution and an equilibrium active concentration that rises with temperature. Without dissolution, the early law would hold at all times, and its $C$ decreases whenever $k_f$ increases. Resistance would then keep rising with anneal temperature. The calculated scan without dissolution does so from 700 to 1320 K. With dissolution but $E_b=0$, the equilibrium would not move, and the resistance would level off instead of falling again.

The hot end describes local reaction at fixed concentration, not a real 100 nm layer after ten minutes. A rough arsenic diffusivity $D=D_0h\,e^{-E_D/k_BT}$, with $D_0=20\ \mathrm{cm^2/s}$, $E_D=4.1$ eV and a doping enhancement $h=300$, gives a diffusion length $2\sqrt{Dt}$ of 2.8 nm at 1020 K. With $h$ unchanged, the same formula gives about 40 nm at 1150 K and several hundred nm at 1320 K. The fixed-layer assumption is sound near the maximum and fails toward the hot end.

## Limits of the numbers

The concentrations and temperatures lie in the regime of heavily arsenic-doped silicon, where the equilibrium active concentration is roughly $10^{20}\ \mathrm{cm^{-3}}$ near 1020 K and a few times that near 1320 K. The reaction rates are round inputs, not fitted data. In a layer with a nonuniform profile, $C\mu$ must be integrated over depth.

The following changes were made one at a time. Each ratio compares the resistance after 600 s at 1020 K with its own starting value; the reference is 1.71.

| Changed assumption | $R_s$ ratio |
|---|---:|
| Electrons at 300 K, not zero temperature | 1.76 |
| Conductivity mass used throughout | 1.75 |
| Each cluster scatters like one donor | 2.35 |
| Tenfold interstitial supersaturation | 1.46 |
| Eighth-order clustering rate | 1.37 |

The first two changes stay within the Born approximation and have little effect here. Treating the scattering by the same screened donors exactly, with $\kappa$ unchanged, gives a ratio of about 1.89. That potential then binds 12 to 17% more screening charge than the donor carries, as measured by the Friedel sum of its phase shifts. If $\kappa$ is raised by 6 to 8% to restore neutrality, the ratio is about 1.74. The scattering missing from the Born calculation can matter more still. If it is held constant instead of scaled with $F$, it contributes $1/50-1/213=0.0153$ to the inverse mobility throughout. The final mobility is then $1/(1/314+0.0153)=54$ cm²/Vs, and the resistance ratio is 2.33. Other neglected effects act in the opposite direction. A band nonparabolicity of $0.5\ \mathrm{eV^{-1}}$ lowers the Born ratio to about 1.61. A common empirical fit to measured mobilities in arsenic-doped silicon gives roughly 32 and 53 cm²/Vs at the starting and final carrier densities, and hence a ratio near 1.5. The identity and chemistry of the clusters matter as well. If a cluster scatters like one donor, the final scattering rate gains the factor $1+(4.00-1.59)/(4\times1.59)=1.38$. If forming a cluster around a vacancy ejects a silicon interstitial, excess interstitials speed up the reverse reaction; the table multiplies $k_r$ by ten.

The eighth-order case represents the capture of four electrons as well as four arsenic ions. With $n=C$, a rate proportional to $C^4n^4$ varies as $C^8$. The initial rate and final equilibrium were held fixed, but the higher power makes the loss slow down sooner.

The bound electrons also belong in the equilibrium. For a dilute electron gas, mass action then gives $P\propto C^mn^m$, and for a degenerate one the dependence is steeper still. If the equilibrium at 1020 K is held fixed and the 2.0 eV binding is counted from electrons at the band edge, $C_{eq}$ at 1320 K is about $2.6\times10^{20}\ \mathrm{cm^{-3}}$ instead of 3.31. It still rises with temperature, so the driving force remains, but its size changes. These are separate sensitivities, not limits on the combined error.

The assumed clustering rate also needs a physical source. An isolated atom with the diffusivity above and a capture radius $a=0.5$ nm, moving among others held still, meets them at a rate $4\pi DaC_T$; if all of them move, the rate doubles. At 1020 K the formula gives $8\times10^{-3}\ \mathrm{s^{-1}}$, comparable with the model's $r_0$. At 900 K, with $h$ held at 300, it gives $1.7\times10^{-5}\ \mathrm{s^{-1}}$, about 29 times less than $r_0$. This is a steady-state rate. At 900 K an isolated atom makes on average less than one jump in 600 s, and its early encounters are more frequent, by a factor of about three on the silicon lattice. Even together with the doubling, this does not close the gap. With $h$ held at 300, simple diffusion of isolated atoms therefore does not supply the model rate at 900 K; a doping enhancement that grows on cooling would narrow the gap. The estimate also leaves out atoms that start close together: with random placement, about 20% of the atoms already have a neighbour within 0.5 nm, as large as the 19% model loss at 900 K, although only about 0.1% have three such neighbours. Such groups, or faster motion at high doping, could supply the rate, but that is a conjecture here. The position of the resistance maximum should not be used as a process limit without measured rates.

## What to do in a process

For a fully active layer, the early law turns into a thermal budget. Under a changing temperature, the same integration gives

$$C^{1-m}-C_T^{1-m}=m(m-1)\int k_f[T(t)]\,dt,$$

as long as dissolution is negligible. For $m=4$, limiting the carrier loss to 10% requires $r_0t<(0.9^{-3}-1)/3=0.124$ at constant temperature. With the example's rates this allows about 12 s at 1020 K or 260 s at 900 K. For a real process, $r_0$ should be measured at the actual doping, since both its size and its barrier enter directly.

If a long step in the harmful window is unavoidable, place it before the final activation anneal where the process permits. A later hot step can dissolve the clusters. Starting from the deactivated layer, 10 s at 1320 K restores $C=3.31\times10^{20}\ \mathrm{cm^{-3}}$ and 34.9 ohm per square in the fixed-layer model. It does not restore the initial 31.2, because full activation exceeds the equilibrium at 1320 K.

Ten seconds is longer than the reaction needs. At 1320 K, $k_r=4.85\ \mathrm{s^{-1}}$. Since $g'\ge1$ for positive $C$, the distance from equilibrium shrinks at least as fast as $e^{-k_rt}$, leaving less than 1% of it after 1 s. The diffusion estimate with $h=300$ gives about 70 nm in 10 s but 23 nm in 1 s; a weaker doping enhancement at this temperature would shorten both. A short hot step therefore keeps most of the electrical benefit with less spreading, provided the layer cools quickly enough to avoid clustering again. In the model, steady cooling from 1320 K at 150 K/s leaves $2.9\times10^{20}\ \mathrm{cm^{-3}}$ active and 37.7 ohm per square; at 1000 K/s the values are $3.2\times10^{20}\ \mathrm{cm^{-3}}$ and 35.5 ohm per square. Further values are in the numerical output below.

## Computed values

```
total As 4.0e20 cm^-3; layer 100 nm; m = 4
cool anneal 1020 K, 600 s; hot 1320 K
formation barrier 2.0 eV; binding 2.0 eV
initial fractional loss rate, cool 0.010 1/s
dissolution rate: cool 1.563e-04, hot 4.848e+00 1/s
Cs: cool 1.000, hot 5.606 e20 cm^-3
C_eq: cool 1.284, hot 3.315 e20 cm^-3
late relaxation time, cool 676.3 s
C at 20 s: full 3.4208, early law 3.4200 e20 cm^-3
cool anneal: t (s), C (e20 cm^-3), mu (cm2/Vs), Rs (ohm/sq)
       0   4.000   50.00   31.21
      10   3.665   51.79   32.88
      60   2.843   57.49   38.19
     600   1.589   73.75   53.25
    3600   1.286   81.02   59.88
Rs ratio after 600 s: 1.706
Rs ratio if mobility were constant: 2.517
closed-form time to that C: 600.000 s
master equation C, 2000 atoms: 1.5905 e20 cm^-3
hot-equilibrated start: C 3.315 -> 1.574 e20 cm^-3
  Rs 34.90 -> 53.54 ohm/sq
reactivation 10 s hot: C 3.315 e20 cm^-3, Rs 34.90 ohm/sq
equal-time scan, 600 s: T (K), C (e20 cm^-3), Rs (ohm/sq)
     700   3.999   31.21
     800   3.955   31.42
     900   3.249   35.31
    1020   1.589   53.25
    1150   2.203   44.27
    1320   3.315   34.90
scan maximum (10 K grid): 1040 K, 54.65 ohm/sq
masses: density 0.321, conductivity 0.258 m_e
valleys 6; relative permittivity 11.7
start: kF 1.254 1/nm, EF 0.1865 eV, EF/kT(300 K) 7.21
  xi 1.265, F 0.2591, Born mu 212.6 cm2/Vs
end: kF 0.922 1/nm, EF 0.1008 eV, EF/kT(300 K) 3.90
  xi 0.930, F 0.1757, Born mu 313.6 cm2/Vs
rough mobility anchor at start 50 cm2/Vs
Rs ratio, electrons at 300 K: 1.762
Rs ratio, conductivity mass throughout: 1.751
Rs ratio, cluster scatters as one donor: 2.353
Rs ratio, tenfold interstitials: 1.457
Rs ratio, rate order 8: 1.371
rough As diffusion: D0 20 cm2/s, 4.1 eV, enhancement 300
As diffusion length in cool anneal 2.82 nm
capture radius for encounter estimate 0.5 nm
1020 K: encounter 8.33e-03, model loss 1.00e-02 1/s
900 K: encounter 1.66e-05, model loss 4.81e-04 1/s
```
